# Linear and Quadratic Susceptibilities of a Two-Band Chain from Berry-Phase Polarization

## The system

A chain along $x$ has period $a$. Each cell holds site A at $x=0$, with energy $+\Delta$, and site B at $x=a/2$, with energy $-\Delta$. The real, positive hopping amplitudes are $t_1$ between A and B of one cell and $t_2$ between B and the A of the next cell. There is one spinless electron of charge $-e$ per cell, with $e>0$. Electrons do not interact, so the field $E$ is the total field and there are no local-field corrections. The position operator is diagonal on the sites.

In a static field the electron energy operator is $H+eEx$. Polarization is dipole moment per length; the ionic part does not depend on $E$ and is dropped. Define

$$P(E)=P_0+\chi_1E+\chi_2E^2+\dots,$$

so $\chi_2$ is half the second derivative. The state considered is the insulating one that develops from the filled lower band as the field is turned on. It keeps the lattice period. Primes denote $\partial_k$, and $k$ integrals cover one Brillouin zone.

## Part (a): bands and polarization

**Question.** Find the Bloch Hamiltonian and the gap, and express $P$ through the cell vectors $u(k)$ of the occupied states.

**Answer.** Put the site positions into the phases: an occupied Bloch state has amplitude $e^{ikx}u_\tau(k)$ on the site of type $\tau$ at $x$. From A, the neighbouring B sites lie at $+a/2$ (hopping $t_1$) and $-a/2$ (hopping $t_2$), so

$$H_{AB}=t_1e^{ika/2}+t_2e^{-ika/2},\qquad H_{AA}=-H_{BB}=\Delta .$$

The trace vanishes, so the energies are $\mp\varepsilon$ with

$$\varepsilon^2=\Delta^2+|H_{AB}|^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka .$$

The direct gap is $g=2\varepsilon$. Its minimum, at $ka=\pi$, is $2\sqrt{\Delta^2+(t_1-t_2)^2}$.

Choose phases such that $e^{ikx}u_\tau(k)$ is periodic in $k$. With $G=2\pi/a$ this means $u_\tau(k+G)=e^{-iGx_\tau}u_\tau(k)$: the A component returns to itself and the B component changes sign. The Wannier function is

$$w(x)=\frac a{2\pi}\int dk\,e^{ikx}u_\tau(k).$$

Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$x\,w(x)=\frac a{2\pi}\int dk\,e^{ikx}\,i\partial_ku_\tau(k);$$

the boundary term vanishes by periodicity. Parseval's theorem then gives the charge centre and the polarization,

$$\bar x=\frac a{2\pi}\int dk\,i\langle u|\partial_ku\rangle,\qquad P=-\frac{e\bar x}{a}.$$

A phase change of $u$ that winds by $2\pi$ across the zone moves $\bar x$ by $a$. Hence $P$ is defined modulo $e$, but its change along a continuous branch is unambiguous.

## Part (b): the finite-field problem on a mesh

**Question.** Formulate the energy per cell in a field on $N$ equally spaced $k$ points, and find a practical condition for a stationary state.

**Answer.** Let $\Delta k=2\pi/(Na)$. For neighbouring points

$$\langle u_j|u_{j+1}\rangle\simeq1+\Delta k\langle u|\partial_ku\rangle\simeq e^{-i\Delta k\,(i\langle u|\partial_ku\rangle)} .$$

The phase of the product of all links is therefore minus the Berry phase:

$$\bar x=-\frac a{2\pi}\,\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle .$$

The last link uses the boundary condition of part (a). Each vector appears once as a bra and once as a ket, so arbitrary phases cancel. The enthalpy per cell is

$$F=\frac1N\sum_j\langle u_j|H_j|u_j\rangle+eE\bar x .$$

To vary $\langle u_j|$, write $-\mathrm{Im}\ln Z=\frac i2(\ln Z-\ln Z^*)$, where $Z$ is the product. In $\ln Z$ the bra $\langle u_j|$ occurs in $\langle u_j|u_{j+1}\rangle$; in $\ln Z^*$ it occurs in $\langle u_j|u_{j-1}\rangle$. The derivative of $-\mathrm{Im}\ln Z$ is thus

$$|G_j\rangle=\frac i2\left[\frac{|u_{j+1}\rangle}{\langle u_j|u_{j+1}\rangle}-\frac{|u_{j-1}\rangle}{\langle u_j|u_{j-1}\rangle}\right],\qquad\langle u_j|G_j\rangle=0 .$$

Multiply the derivative of $F$ by $N$, use $Na/2\pi=1/\Delta k$, and impose normalization with a multiplier $\lambda_j$:

$$H_j|u_j\rangle+\frac{eE}{\Delta k}|G_j\rangle=\lambda_j|u_j\rangle .$$

Because $\langle G_j|u_j\rangle=0$, this is the eigenvalue equation of the Hermitian matrix

$$T_j=H_j+\frac{eE}{\Delta k}\big(|G_j\rangle\langle u_j|+|u_j\rangle\langle G_j|\big).$$

One starts from the zero-field states, builds every $T_j$, replaces each $u_j$ by the lowest eigenvector, and repeats until the stationarity equation holds. Convergence needs a weak field: the iteration slows as $e|E|$ approaches the limit $g_{\min}\Delta k$ of part (f). For the chain used there, with $N=100$, it still converges at 0.99 of this value and fails at 1.1.

## Part (c): linear response and the Kubo value

**Question.** Derive $\chi_1$ from the enthalpy in the continuum limit, and compare it with the static limit of the Kubo response.

**Answer.** Let $|v\rangle,|c\rangle$ be the zero-field valence and conduction vectors, in periodic gauges as in part (a). Write

$$|u\rangle=s|v\rangle+z|c\rangle,\qquad s=\sqrt{1-|z|^2},$$

and define $A_v=i\langle v|v'\rangle$, $A_c=i\langle c|c'\rangle$, $A_{cv}=i\langle c|v'\rangle$. Differentiating $\langle v|c\rangle=0$ gives $i\langle v|c'\rangle=A_{cv}^*$. Therefore

$$i\langle u|u'\rangle=iss'+iz^*z'+s^2A_v+|z|^2A_c+s(zA_{cv}^*+z^*A_{cv}).$$

Normalization, $s^2+|z|^2=1$, gives $ss'=-\mathrm{Re}(z^*z')$. The first two terms then add to $-\mathrm{Im}(z^*z')$. The band energy is $-s^2\varepsilon+|z|^2\varepsilon=-\varepsilon+g|z|^2$. Hence

$$F=\frac a{2\pi}\int dk\Big\{-\varepsilon+g|z|^2+eE\big[A_v+2s\,\mathrm{Re}(z^*A_{cv})+|z|^2(A_c-A_v)-\mathrm{Im}(z^*z')\big]\Big\}.$$

The amplitude $z$ starts at first order in $E$. The second-order integrand is

$$g|z|^2+2eE\,\mathrm{Re}(z^*A_{cv})=g\left|z+\frac{eEA_{cv}}g\right|^2-\frac{e^2E^2|A_{cv}|^2}{g}.$$

Its minimum gives

$$z_1=-\frac{eEA_{cv}}g,\qquad F_2=-e^2E^2\,\frac a{2\pi}\int dk\,\frac{|A_{cv}|^2}g .$$

At a stationary state the change of $u$ with $E$ does not contribute to $dF/dE$, so $dF/dE=e\bar x=-aP$. Integration gives

$$F=F_0-a\left(P_0E+\tfrac12\chi_1E^2+\tfrac13\chi_2E^3+\dots\right).$$

Comparing the quadratic terms,

$$\boxed{\chi_1=2e^2\int\frac{dk}{2\pi}\frac{|A_{cv}|^2}{g}}.$$

For the Kubo response take the field $E_0\cos\omega t$, with $\hbar\omega$ below the gap. The first-order amplitude, measured relative to the phase of the valence state, obeys

$$i\hbar\dot z=gz+eE_0A_{cv}\cos\omega t .$$

The driven solution is

$$z=-\frac{eE_0A_{cv}}2\left[\frac{e^{-i\omega t}}{g-\hbar\omega}+\frac{e^{i\omega t}}{g+\hbar\omega}\right].$$

The linear polarization is $-e\int(dk/2\pi)\,2\,\mathrm{Re}(z^*A_{cv})$, which gives

$$\chi_1(\omega)=e^2\int\frac{dk}{2\pi}|A_{cv}|^2\left[\frac1{g-\hbar\omega}+\frac1{g+\hbar\omega}\right].$$

At $\omega=0$ the bracket is $2/g$, and the boxed result follows. To write it as a sum over states, differentiate $H|v\rangle=-\varepsilon|v\rangle$ and project on $\langle c|$:

$$\langle c|H'|v\rangle+\varepsilon\langle c|v'\rangle=-\varepsilon\langle c|v'\rangle .$$

Thus $A_{cv}=-i\langle c|H'|v\rangle/g$, and

$$\chi_1=2e^2\int\frac{dk}{2\pi}\frac{|\langle c|H'|v\rangle|^2}{g^3}.$$

This form needs no derivative of an eigenvector.

## Part (d): quadratic response

**Question.** Derive $\chi_2$ and interpret the quantity that determines its sign.

**Answer.** Insert $z=z_1+z_2+\dots$ into $F$ and collect third-order terms. Those with $z_2$ are

$$2\,\mathrm{Re}\,[z_2^*(gz_1+eEA_{cv})]=0,$$

by the equation for $z_1$. The difference $s-1$ is of second order and enters multiplied by $Ez$, hence at fourth order. There remains

$$F_3=eE\,\frac a{2\pi}\int dk\,\big[|z_1|^2(A_c-A_v)-\mathrm{Im}(z_1^*z_1')\big].$$

With $A_{cv}=|A_{cv}|e^{i\theta}$, the phase of $z_1$ is $\theta+\pi$, so $\mathrm{Im}(z_1^*z_1')=|z_1|^2\theta'$. Define the shift vector $R=A_c-A_v-\theta'$. Then

$$F_3=e^3E^3\,\frac a{2\pi}\int dk\,\frac{|A_{cv}|^2R}{g^2},$$

and comparison with $-\frac13a\chi_2E^3$ gives

$$\boxed{\chi_2=-3e^3\int\frac{dk}{2\pi}\frac{|A_{cv}|^2R}{g^2}}.$$

If $|c\rangle\to e^{i\alpha}|c\rangle$, both $A_c$ and $\theta'$ change by $-\alpha'$. If $|v\rangle\to e^{i\beta}|v\rangle$, $A_v$ changes by $-\beta'$ and $\theta'$ by $+\beta'$. In both cases $R$ is unchanged.

The shift vector is the gauge-invariant, $k$-resolved measure of the charge displacement on excitation from valence to conduction band: its zone average equals $\bar x_c-\bar x_v$ modulo $a$, since $\theta$ can only wind by multiples of $2\pi$. At a single $k$ it is not bounded by the cell size, and it is undefined where $A_{cv}=0$. For this chain, part (e) gives $R(0)=-\frac a2\Delta(t_1+t_2)/[(t_1-t_2)\varepsilon]$, which diverges as $t_1\to t_2$, while the product $|A_{cv}|^2R$ stays finite. To first order in $E$, the field changes the excitation energy to $g+eER$: expanding $-e^2E^2|A_{cv}|^2/(g+eER)$ to third order reproduces the integrands of $F_2$ and $F_3$. Where $R<0$, a positive field lowers the excitation energy and strengthens the response, which makes a positive contribution to $\chi_2$.

## Part (e): closed integrals for this chain

**Question.** Evaluate both integrands. When does $\chi_2$ vanish, and what happens for $t_2=0$?

**Answer.** Write $H=\mathbf d\cdot\boldsymbol\sigma$ and $\mathbf n=\mathbf d/\varepsilon$. The valence projector is $Q=|v\rangle\langle v|=\frac12(1-\mathbf n\cdot\boldsymbol\sigma)$. At one chosen $k$, pick phases with $A_v=A_c=0$. There $v'$ is proportional to $c$, and $c'$ to $v$.

First, $Q'=|v'\rangle\langle v|+|v\rangle\langle v'|$ gives $\mathrm{Tr}\,Q'^2=2|A_{cv}|^2$, while the Pauli form gives $\frac12|\mathbf n'|^2$. Hence $|A_{cv}|^2=\frac14|\mathbf n'|^2$.

Second, in this gauge $|A_{cv}|^2R=-\mathrm{Im}(A_{cv}^*A_{cv}')$. Since $\langle c'|v'\rangle=0$, we have $A_{cv}'=i\langle c|v''\rangle$, and

$$A_{cv}^*A_{cv}'=\langle v'|c\rangle\langle c|v''\rangle=\langle v'|v''\rangle=\mathrm{Tr}(QQ'Q'').$$

The last equality uses $\langle v|Q'=\langle v'|$ and $Q''|v\rangle=|v''\rangle+|v\rangle\langle v''|v\rangle$, whose second term is orthogonal to $v'$. The imaginary part of the trace comes from three Pauli matrices, $\mathrm{Tr}(\sigma_x\sigma_y\sigma_z)=2i$, and equals $-\frac14\mathbf n\cdot(\mathbf n'\times\mathbf n'')$. Therefore

$$|A_{cv}|^2R=\tfrac14\mathbf n\cdot(\mathbf n'\times\mathbf n'')=\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{4\varepsilon^3}.$$

Derivatives of $1/\varepsilon$ drop out because they add multiples of vectors already in the triple product. Both sides are gauge invariant, so the result holds at every $k$.

Here $H_{AB}=d_x-id_y$. With $\phi=ka/2$, $p=t_1+t_2$ and $q=t_1-t_2$,

$$\mathbf d=(p\cos\phi,\,-q\sin\phi,\,\Delta),$$
$$\mathbf d'=\tfrac a2(-p\sin\phi,\,-q\cos\phi,\,0),\qquad\mathbf d''=\tfrac{a^2}4(-p\cos\phi,\,q\sin\phi,\,0).$$

The $z$ component of $\mathbf d'\times\mathbf d''$ is $-(a^3/8)pq$, so the triple product is $-(a^3/8)\Delta(t_1^2-t_2^2)$. Also, $|\mathbf n'|^2=|\mathbf d\times\mathbf d'|^2/\varepsilon^4$ and

$$|\mathbf d\times\mathbf d'|^2=\tfrac{a^2}4\big[\Delta^2(p^2\sin^2\phi+q^2\cos^2\phi)+p^2q^2\big].$$

The round bracket equals $t_1^2+t_2^2-2t_1t_2\cos ka$. Insert these expressions with $g=2\varepsilon$:

$$\chi_1=\frac{e^2a^2}{16}\int\frac{dk}{2\pi}\frac{(t_1^2-t_2^2)^2+\Delta^2(t_1^2+t_2^2-2t_1t_2\cos ka)}{\varepsilon^5},$$

$$\chi_2=\frac{3e^3a^3}{128}\,\Delta(t_1^2-t_2^2)\int\frac{dk}{2\pi}\frac1{\varepsilon^5}.$$

For an insulating chain $\chi_2$ vanishes if $\Delta=0$, when a bond centre is an inversion centre, or if $t_1=t_2$, when a site is one. Inversion reverses both $E$ and the induced polarization, which forbids an even response.

For $t_2=0$ the chain is a row of separate dimers. The field changes half the site-energy difference from $\Delta$ to $\Delta-eEa/4$, so apart from a term linear in $E$, $F=-\sqrt{t_1^2+(\Delta-eEa/4)^2}$. Its expansion gives $\chi_1=e^2at_1^2/(16\varepsilon^3)$ and $\chi_2=3e^3a^2\Delta t_1^2/(128\varepsilon^5)$, in agreement with the integrals.

## Part (f): extraction from finite fields

**Question.** Take $a=4$ Å, $t_1=2$ eV, $t_2=\Delta=1$ eV. The iteration of part (b), with $N=400$, gives

- $P(-0.004)=-0.3902083740\,e$
- $P(-0.002)=-0.3898694494\,e$
- $P(0)=-0.3895301830\,e$
- $P(+0.002)=-0.3891905577\,e$
- $P(+0.004)=-0.3888505565\,e$

with fields in V/Å. Extract both susceptibilities, remove the leading mesh error, and compare with the perturbative values. What limits the field?

**Answer.** Let $h=0.002$ V/Å. The odd differences $D_m=P(mh)-P(-mh)$ have the expansions $D_1=2\chi_1h+2\chi_3h^3+\dots$ and $D_2=4\chi_1h+16\chi_3h^3+\dots$, where $\chi_3$ is the cubic coefficient. The combination $8D_1-D_2$ removes it:

$$\chi_1\simeq\frac{8D_1-D_2}{12h}=\frac{8(0.0006788917)-0.0013578175}{0.024}=0.169722$$

in $e\,$Å/V. Similarly, $S_m=P(mh)+P(-mh)-2P(0)$ contains $2\chi_2m^2h^2$ and a quartic term proportional to $m^4$, which $16S_1-S_2$ removes:

$$\chi_2\simeq\frac{16S_1-S_2}{24h^2}=\frac{16(3.589\times10^{-7})-1.4355\times10^{-6}}{9.6\times10^{-5}}=0.04486$$

in $e\,$Å$^2$/V$^2$. At $0.004$ V/Å the quadratic part of $P$ is about $7.2\times10^{-7}e$, against $6.8\times10^{-4}e$ for the linear part. This is why many digits of $P$ are needed.

Exchanging the ends of a link reverses its phase. Expanded about the link's midpoint, the phase therefore has only odd powers of $\Delta k$. Summed over $N\propto1/\Delta k$ links, its leading error is of order $\Delta k^2$, or $1/N^2$. The same procedure, using unrounded polarizations, gives

- $N=100$: $\chi_1=0.16965667$, $\chi_2=0.04480485$
- $N=200$: $\chi_1=0.16970854$, $\chi_2=0.04484688$
- $N=400$: $\chi_1=0.16972152$, $\chi_2=0.04485744$

Successive changes of $\chi_1$ are $5.187\times10^{-5}$ and $1.298\times10^{-5}$, a ratio close to 4 (3.99 from the unrounded values), as expected. Doubling $N$ divides the leading error by four, so it cancels in

$$\chi_1=\frac{4(0.16972152)-0.16970854}3=0.169726,$$

$$\chi_2=\frac{4(0.04485744)-0.04484688}3=0.044861 .$$

For the perturbative values, numerical quadrature gives the zone averages $\langle\varepsilon^{-5}\rangle=0.03987642$ eV$^{-5}$ and $\langle\varepsilon^{-5}\cos ka\rangle=-0.03015839$ eV$^{-5}$. Since $\int dk/2\pi$ is $1/a$ times the zone average,

$$\chi_1=\tfrac4{16}\big[(9+5)(0.03987642)-4(-0.03015839)\big]=0.169726\ e\,\text{Å/V},$$

$$\chi_2=\frac{3\cdot16\cdot3}{128}(0.03987642)=0.044861\ e\,\text{Å}^2/\text{V}^2 .$$

Evaluating the Kubo sum of part (c) from the eigenvectors at 400 $k$ points also gives $\chi_1=0.169726\ e\,$Å/V. The extrapolated finite-field value differs from it by about $10^{-8}$ of the Kubo value. This measures numerical agreement within the model, not the accuracy of the model for a material.

The field limit follows from the terms quadratic in $z$. On the mesh, $-eE\,\mathrm{Im}(z^*z')$ becomes $-(eE/\Delta k)\,\mathrm{Im}(z_j^*z_{j+1})$. Since

$$|\mathrm{Im}(z_j^*z_{j+1})|\le\tfrac12(|z_j|^2+|z_{j+1}|^2),$$

the quadratic energy is at least $(g_{\min}-e|E|/\Delta k)\sum_j|z_j|^2/N$, to leading order in $\Delta k$: the remaining quadratic term $eE|z|^2(A_c-A_v)$ lacks the factor $1/\Delta k$, so for fields of order $g_{\min}\Delta k/e$ it is smaller by one power of $\Delta k$. Thus $e|E|<g_{\min}\Delta k$ is sufficient for a local minimum at this order. Here $g_{\min}=2.828$ eV and $\Delta k=2\pi/1600$ Å$^{-1}$, so the bound is $0.0111$ V/Å, above the largest field used.

The inequality shows only that this condition is sufficient; a trial variation shows that a limit of the same form does exist. For $N$ a multiple of 4 take $z_j=z_0(\pm i)^j$, with the sign of $E$. Then $\mathrm{Im}(z_j^*z_{j+1})=\pm|z_0|^2$, and the quadratic energy is $(\bar g-e|E|/\Delta k)|z_0|^2$, with $\bar g$ the zone average of the gap. It is negative once $e|E|>\bar g\,\Delta k$, a field that shrinks as $1/N$. If the same pattern is given a smooth envelope that covers many mesh points but only a small range of $k$ around $ka=\pi$, then $\bar g$ is replaced by a value close to $g_{\min}$. On a fine mesh the minimum is therefore lost close to $e|E|=g_{\min}\Delta k$. At fixed field the mesh therefore cannot be refined indefinitely without losing the minimum: an infinite chain in a field has no ground state, because electrons can tunnel to the conduction band far away. The susceptibilities describe the polarized insulating state at weak field. They also require an open gap. If $\Delta$ and $t_1-t_2$ shrink together in a fixed ratio, the region near $ka=\pi$ dominates. There $\varepsilon^2\simeq g_{\min}^2/4+t_1t_2(ka-\pi)^2$, so $\int dk\,\varepsilon^{-5}\propto g_{\min}^{-4}$, while the numerators $p^2(q^2+\Delta^2)$ and $\Delta pq$ are both proportional to $g_{\min}^2$. Both $\chi_1$ and $\chi_2$ thus grow as $1/g_{\min}^2$. At $ka=\pi$ the results of part (e) give $|A_{cv}|=ap/(2g_{\min})$, so $|z_1|=e|E|ap/(2g_{\min}^2)$. The expansion needs $|z_1|\ll1$, so the useful range of fields closes as $g_{\min}^2$.

Numbers in the example were calculated in double precision.
